# Intermetallic growth under temperature cycling and the Bessel factor I0: test program

```python
# Result under test: a diffusion-grown layer obeys d(x^2)/dt = k(T), with
# k = k0 exp(-Q/(kB T)) and T = Tm + A sin(phase). Linearising the exponent
# gives <k>/k(Tm) = I0(z), z = Q A/(kB Tm^2). The full Arrhenius average F
# satisfies exp(-z e/(1-e)) I0(z) <= F <= I0(z), with e = A/Tm.
# Symbols: x thickness, Q activation energy, Tm mean temperature, A amplitude,
# k parabolic growth constant, I0 and I1 modified Bessel functions.
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import i0, i1, erf

KB = constants.k / constants.e          # eV/K
Q = 0.80                                # eV
TM = 375.0                              # K
AMP = 20.0                              # K
K_MEAN = 1.5e-3                         # um^2/h at TM
X0 = 1.0                                # um
PERIOD = 1.0                            # h
CYCLES = 5000
DURATION = PERIOD * CYCLES              # h

N_PHASE = 720
SINE = np.sin(2 * np.pi * np.arange(N_PHASE) / N_PHASE)
DWELLS = np.array([1.0, -1.0])


def rate_ratio(temperature, energy=Q):
    """Full Arrhenius rate divided by its value at TM."""
    return np.exp(-energy / KB * (1 / temperature - 1 / TM))


def cycle_factor(amplitude, energy=Q, wave=SINE):
    """Average of the full Arrhenius ratio over one cycle."""
    return float(np.mean(rate_ratio(TM + amplitude * wave, energy)))


def exponent_amplitude(amplitude, energy=Q):
    return energy * amplitude / (KB * TM**2)


def corrected_factor(z, e):
    return i0(z) - e * (z * i0(z) - i1(z))


z = exponent_amplitude(AMP)
eps = AMP / TM
F = cycle_factor(AMP)
F_lin = float(i0(z))
F_cor = float(corrected_factor(z, eps))

# Moments of the sine, the resulting series, and the weighted second moment.
for n in range(1, 7):
    moment = math.factorial(2 * n) / (4**n * math.factorial(n)**2)
    assert abs(np.mean(SINE**(2 * n)) - moment) < 1e-12
    assert abs(np.mean(SINE**(2 * n - 1))) < 1e-12
for trial in (0.3, z, 3.0):
    series = sum((trial / 2)**(2 * n) / math.factorial(n)**2
                 for n in range(30))
    average = np.mean(np.exp(trial * SINE))
    assert abs(average / series - 1) < 1e-12
    assert abs(average / i0(trial) - 1) < 1e-12
    second = np.mean(SINE**2 * np.exp(trial * SINE))
    assert abs(second - (i0(trial) - i1(trial) / trial)) < 1e-11

# Two-sided bound for the full Arrhenius average.
for energy in (0.2, 0.5, 0.8, 1.2):
    for amplitude in (2.0, 10.0, 20.0, 60.0):
        zz = exponent_amplitude(amplitude, energy)
        ee = amplitude / TM
        full = cycle_factor(amplitude, energy)
        assert math.exp(-zz * ee / (1 - ee)) * i0(zz) < full < i0(zz)
lower_bound = math.exp(-z * eps / (1 - eps)) * F_lin

# At fixed z, the corrected formula must leave an error of second order in e.
errors = []
for e in (0.004, 0.002):
    energy = z * KB * TM / e
    errors.append(cycle_factor(e * TM, energy) - corrected_factor(z, e))
order_ratio = errors[0] / errors[1]
assert abs(order_ratio - 4) < 0.1

# At fixed Q, small amplitude does not remove the error of the enhancement.
small_amp = 0.5
small_z = exponent_amplitude(small_amp)
small_ratio = (cycle_factor(small_amp) - 1) / (small_z**2 / 4)
small_limit = 1 - 2 * KB * TM / Q
assert abs(small_ratio - small_limit) < 1e-3

# Equal dwells at the two extreme temperatures tend to cosh(z).
tiny = 1e-5
dwell_limit = cycle_factor(tiny * TM, z * KB * TM / tiny, DWELLS)
assert abs(dwell_limit - math.cosh(z)) < 1e-4
F_dwell = cycle_factor(AMP, wave=DWELLS)

# Steady temperature with the same average growth constant.
T_eq = 1 / (1 / TM - KB / Q * math.log(F))
T_root = brentq(lambda t: float(rate_ratio(t)) - F, TM, TM + AMP)
assert abs(T_eq - T_root) < 1e-7


def integrate_thickness(slope):
    """Integrate dx/dt = k(T(t)) slope(x) over 40 slow, whole cycles."""
    slow_period = DURATION / 40

    def velocity(t, x):
        temp = TM + AMP * math.sin(2 * math.pi * t / slow_period)
        return K_MEAN * rate_ratio(temp) * slope(x)

    result = solve_ivp(velocity, (0, DURATION), [X0], method="DOP853",
                       rtol=1e-10, atol=1e-12, max_step=slow_period / 10)
    assert result.success
    return float(result.y[0, -1])


# Parabolic growth, then two growth laws used to size neglected effects.
gain = K_MEAN * F * DURATION
OFFSET = 0.2                            # um, rough interface resistance
x_full = math.sqrt(X0**2 + gain)
x_offset = math.sqrt((X0 + OFFSET)**2 + gain) - OFFSET
x_cubic = (X0**3 + 1.5 * X0 * gain)**(1 / 3)
assert abs(integrate_thickness(lambda x: 1 / (2 * x)) - x_full) < 1e-6
assert abs(integrate_thickness(lambda x: 1 / (2 * (x + OFFSET)))
           - x_offset) < 1e-6
assert abs(integrate_thickness(lambda x: X0 / (2 * x**2)) - x_cubic) < 1e-6
x_steady = math.sqrt(X0**2 + K_MEAN * DURATION)
x_linear = math.sqrt(X0**2 + K_MEAN * F_lin * DURATION)
x_peak = math.sqrt(X0**2 + K_MEAN * rate_ratio(TM + AMP) * DURATION)
x_dwell = math.sqrt(X0**2 + K_MEAN * F_dwell * DURATION)

# Ripple of x^2 about its cycle-averaged straight line.
ratios = rate_ratio(TM + AMP * SINE)
ripple = K_MEAN * PERIOD * np.max(np.abs(np.cumsum(ratios - F))) / N_PHASE
ripple_bound = K_MEAN * F * PERIOD
assert ripple < ripple_bound

# Independent moving-front solution on a fixed grid by the enthalpy method.
# Lengths and times are scaled so that the diffusivity at TM is one.
STEFAN = 0.5
lam = brentq(lambda y: math.sqrt(math.pi) * y * math.exp(y*y) * erf(y)
             - STEFAN, 0.01, 2.0)
latent = 1 / STEFAN
cells, width = 120, 0.01
front_period, front_cycles, steps = 0.2, 4, 24000
dt = front_period / steps
phases = 2 * np.pi * (np.arange(steps) + 0.5) / steps
coefficients = (rate_ratio(TM + AMP * np.sin(phases)) * dt / width**2).tolist()
assert 3 * max(coefficients) < 1        # stability of the explicit scheme
content = np.zeros(cells)
flux = np.zeros(cells + 1)
for cycle in range(front_cycles):
    for coefficient in coefficients:
        conc = np.maximum(content - latent, 0.0)
        flux[1:-1] = conc[:-1] - conc[1:]
        flux[0] = 2 * (1 - conc[0])
        content += coefficient * (flux[:-1] - flux[1:])
front = width * float(np.sum(np.minimum(content / latent, 1.0)))
front_time = front_period * front_cycles
front_formula = 2 * lam * math.sqrt(F * front_time)
# The front is resolved to about one cell, hence the three-percent tolerance.
assert abs(front**2 / front_formula**2 - 1) < 0.03

# In-phase stress changes the barrier by stress times activation volume.
STRESS = 20.0                           # MPa, rough amplitude
VOLUME = 0.025                          # nm^3, rough activation volume
work = STRESS * 1e6 * VOLUME * 1e-27 / constants.e
temps = TM + AMP * SINE
stress_factors = []
for sign in (1, -1):
    direct = float(np.mean(ratios * np.exp(sign * work * SINE / (KB * temps))))
    expected = i0(z + sign * work / (KB * TM)) / i0(z)
    assert abs(direct / F / expected - 1) < 0.01
    stress_factors.append(direct)
MELT = 490.0                            # K, rough tin-based solder melting

print(f"Activation energy Q = {Q:.2f} eV")
print(f"Mean temperature = {TM:.1f} K; amplitude = {AMP:.1f} K")
print(f"Growth constant at mean temperature = {K_MEAN:.2e} um^2/h")
print(f"Initial thickness = {X0:.2f} um")
print(f"Period = {PERIOD:.1f} h; cycles = {CYCLES}; time = {DURATION:.0f} h")
print(f"Thermal energy kB*Tm = {KB*TM:.6f} eV")
print(f"Q/(kB*Tm) = {Q/(KB*TM):.4f} (dimensionless)")
print(f"Relative amplitude e = {eps:.5f} (dimensionless)")
print(f"Exponent amplitude z = {z:.5f}; z*e = {z*eps:.5f} (dimensionless)")
print(f"Linearised factor I0(z) = {F_lin:.5f}; I1(z) = {i1(z):.5f}")
print(f"Full Arrhenius factor F = {F:.5f} (dimensionless)")
print(f"Corrected formula = {F_cor:.5f} (dimensionless)")
print(f"Lower bound on F = {lower_bound:.5f} (dimensionless)")
print(f"I0 excess over F = {100*(F_lin/F-1):.3f} %")
print(f"I0-1 excess over F-1 = {100*((F_lin-1)/(F-1)-1):.3f} %")
print(f"Average growth constant, full = {K_MEAN*F:.5e} um^2/h")
print(f"Average growth constant, I0 = {K_MEAN*F_lin:.5e} um^2/h")
print(f"Equivalent steady temperature = {T_eq:.3f} K")
print(f"Final thickness, steady at mean = {x_steady:.4f} um")
print(f"Final thickness, cycled, full = {x_full:.4f} um")
print(f"Final thickness, cycled, I0 = {x_linear:.4f} um")
print(f"Final thickness, steady at peak = {x_peak:.4f} um")
for amplitude in (5.0, 10.0, 20.0, 40.0):
    zz = exponent_amplitude(amplitude)
    print(f"A = {amplitude:.0f} K: z = {zz:.4f}, I0 = {i0(zz):.5f}, "
          f"full = {cycle_factor(amplitude):.5f}, "
          f"corrected = {corrected_factor(zz, amplitude/TM):.5f}")
print(f"Small-amplitude test: A = {small_amp:.1f} K")
print(f"(F-1)/(z^2/4) = {small_ratio:.5f}; limit = {small_limit:.5f}")
print(f"Error ratio on halving e at fixed z = {order_ratio:.4f}")
print(f"Moving front: S = {STEFAN:.2f}, lambda = {lam:.5f} (dimensionless)")
print(f"Moving front: period = {front_period:.2f}, "
      f"time = {front_time:.2f} (scaled)")
print(f"Moving front: grid = {front:.4f}, "
      f"formula = {front_formula:.4f} (scaled length)")
print(f"Equal dwells: full = {F_dwell:.5f}, cosh(z) = {math.cosh(z):.5f}")
print(f"Final thickness with equal dwells = {x_dwell:.4f} um")
for energy in (0.70, 0.90):
    print(f"Full factor for Q = {energy:.2f} eV: "
          f"{cycle_factor(AMP, energy):.5f}")
print(f"Assumed interface-resistance length = {OFFSET:.2f} um")
print(f"Final thickness with interface resistance = {x_offset:.4f} um")
print(f"Final thickness with cubic coarsening law = {x_cubic:.4f} um")
print(f"Assumed stress = {STRESS:.0f} MPa; volume = {VOLUME:.3f} nm^3")
print(f"Stress work/(kB*Tm) = {work/(KB*TM):.5f} (dimensionless)")
print(f"Factor with stress aiding/opposing hot phase = "
      f"{stress_factors[0]:.5f}/{stress_factors[1]:.5f}")
print(f"Ripple in x^2 = {ripple:.3e} um^2; bound = {ripple_bound:.3e} um^2")
print(f"Ripple in final thickness = {ripple/(2*x_full):.3e} um")
print(f"Peak temperature = {TM+AMP:.1f} K; rough melting = {MELT:.0f} K")
print(f"Margin below rough melting = {MELT-TM-AMP:.0f} K")
print("verified")
```

Running it gives:

```
Activation energy Q = 0.80 eV
Mean temperature = 375.0 K; amplitude = 20.0 K
Growth constant at mean temperature = 1.50e-03 um^2/h
Initial thickness = 1.00 um
Period = 1.0 h; cycles = 5000; time = 5000 h
Thermal energy kB*Tm = 0.032315 eV
Q/(kB*Tm) = 24.7563 (dimensionless)
Relative amplitude e = 0.05333 (dimensionless)
Exponent amplitude z = 1.32034; z*e = 0.07042 (dimensionless)
Linearised factor I0(z) = 1.48567; I1(z) = 0.81486
Full Arrhenius factor F = 1.42826 (dimensionless)
Corrected formula = 1.42451 (dimensionless)
Lower bound on F = 1.37917 (dimensionless)
I0 excess over F = 4.019 %
I0-1 excess over F-1 = 13.404 %
Average growth constant, full = 2.14240e-03 um^2/h
Average growth constant, I0 = 2.22851e-03 um^2/h
Equivalent steady temperature = 380.478 K
Final thickness, steady at mean = 2.9155 um
Final thickness, cycled, full = 3.4223 um
Final thickness, cycled, I0 = 3.4846 um
Final thickness, steady at peak = 5.2220 um
A = 5 K: z = 0.3301, I0 = 1.02742, full = 1.02514, corrected = 1.02513
A = 10 K: z = 0.6602, I0 = 1.11196, full = 1.10186, corrected = 1.10167
A = 20 K: z = 1.3203, I0 = 1.48567, full = 1.42826, corrected = 1.42451
A = 40 K: z = 2.6407, I0 = 3.66742, full = 3.06766, corrected = 2.93934
Small-amplitude test: A = 0.5 K
(F-1)/(z^2/4) = 0.91925; limit = 0.91921
Error ratio on halving e at fixed z = 3.9886
Moving front: S = 0.50, lambda = 0.46479 (dimensionless)
Moving front: period = 0.20, time = 0.80 (scaled)
Moving front: grid = 0.9936, formula = 0.9936 (scaled length)
Equal dwells: full = 1.87521, cosh(z) = 2.00586
Final thickness with equal dwells = 3.8812 um
Full factor for Q = 0.70 eV: 1.31750
Full factor for Q = 0.90 eV: 1.55992
Assumed interface-resistance length = 0.20 um
Final thickness with interface resistance = 3.2860 um
Final thickness with cubic coarsening law = 2.5747 um
Assumed stress = 20 MPa; volume = 0.025 nm^3
Stress work/(kB*Tm) = 0.09657 (dimensionless)
Factor with stress aiding/opposing hot phase = 1.50262/1.36106
Ripple in x^2 = 7.417e-04 um^2; bound = 2.142e-03 um^2
Ripple in final thickness = 1.084e-04 um
Peak temperature = 395.0 K; rough melting = 490 K
Margin below rough melting = 95 K
verified
```
